# QSGW without ladders and the 0.8 Σ scaling in a solvable model: test program

```python
# Flat two-band model (s valence, p conduction, g flavours per cell, simple cubic lattice a, V=a^3),
# Gaussian-smeared charges and dipoles (width sig), Gaussian units, numbers in eV and Angstrom.
# Om0: neutral s-p splitting (= gap of a local potential); d^2=e^2 hbar^2/(2 m Om0); gam=g d^2;
# alpha=2 gam/E for pair energy E; U=e^2/(sqrt(pi) sig); W0(E): static on-site screened interaction.
# Result under test (large g, fixed gam): QSGW gap E_QS=Om0+W0(E_QS) exceeds the exact gap
# E_L=Om0+W0(Om0) obtained with ladders; eps=1+(4 pi alpha/V)/(1+alpha T_loc) is too small in RPA;
# the best scaling lam of Sigma is W0(Om0)/W0(E_QS), larger than the ratio of dielectric constants.
import numpy as np, mpmath as mp, scipy.sparse as sp, itertools
from scipy import constants as C
from scipy.special import erf
from scipy.optimize import brentq
from scipy.linalg import cho_factor, cho_solve
from scipy.sparse.linalg import eigsh
pi = np.pi
e2 = C.e/(4*pi*C.epsilon_0)*1e10
h2m = C.hbar**2/(2*C.m_e)/C.e*1e20
erg = C.e*1e7
a, g, sig, Om0, thop = 3.5, 8, 1.4, 7.0, 0.8
V = a**3
gamma_of = lambda Om: g*e2*h2m/Om

def sums(q, s):
    v = np.zeros(len(q)); c = np.zeros((len(q), 3)); T = np.zeros((len(q), 3, 3))
    for G in itertools.product(range(-2, 3), repeat=3):
        k = q + 2*pi/a*np.array(G); k2 = (k*k).sum(1); w = 4*pi/V*np.exp(-k2*s*s)/k2
        v += w; c += w[:, None]*k; T += w[:, None, None]*k[:, :, None]*k[:, None, :]
    t, vec = np.linalg.eigh(T)
    return v, np.einsum('qm,qms->qs', c, vec)**2, t

class Lattice:
    def __init__(o, s, n):
        x = 2*pi/(n*a)*(np.arange(n) - n//2 + 0.5)
        q = np.array(np.meshgrid(x, x, x, indexing='ij')).reshape(3, -1).T
        o.v, o.c2, o.t = sums(q, s); o.U = e2/(np.sqrt(pi)*s)
        G2 = np.array([(2*pi/a)**2*np.dot(G, G) for G in itertools.product(range(-3, 4), repeat=3)])
        o.Tloc = 4*pi/(3*V)*np.exp(-G2[G2 > 0]*s*s).sum()
    def eps(o, al): return 1 + 4*pi*al/V/(1 + al*o.Tloc)
    def dw(o, al): return e2*(o.v*(1 - 1/o.eps(al)) - (o.c2*al/(1 + al*o.t)).sum(1))
    def W0(o, al): return o.U/o.eps(al) + o.dw(al).mean()
    def qs(o, Om, lam=1.0):
        return brentq(lambda E: Om + lam*o.W0(2*gamma_of(Om)/E) - E, Om, Om + o.U, xtol=1e-12)

def kernels(pos):
    R = pos[None, :, :] - pos[:, None, :]; r = np.sqrt((R*R).sum(2)); on = r == 0
    r[on] = 1.0; u = r/(2*sig); n = R/r[:, :, None]
    p1 = -erf(u)/r**2 + np.exp(-u*u)/(sig*np.sqrt(pi)*r)
    p2 = -4*pi*(4*pi*sig**2)**-1.5*np.exp(-u*u) - 2*p1/r
    nn = n[..., :, None]*n[..., None, :]
    T = -(nn*p2[..., None, None] + (np.eye(3) - nn)*(p1/r)[..., None, None])
    T[on] = np.eye(3)/(6*np.sqrt(pi)*sig**3)
    return n*p1[..., None], T

def interband(t, d2, gam, Epole, EG):
    om = np.sqrt(Epole**2 + 2*gam*Epole*t)
    return d2*(t*t*gam*Epole/(om*(EG + om))).sum(-1).mean()

L = Lattice(sig, 24); gam = gamma_of(Om0); U = L.U; d2 = gam/g
aL = 2*gam/Om0; WL = L.W0(aL); EL = Om0 + WL
EQ = L.qs(Om0); aQ = 2*gam/EQ; WQ = L.W0(aQ); eL, eQ = L.eps(aL), L.eps(aQ)
assert abs(Lattice(sig, 16).W0(aL) - WL) < 2e-3 and EQ > EL
Es = np.linspace(3, 20, 30); Ws = np.array([L.W0(2*gam/E) for E in Es])
assert Ws.min() > 0 and np.diff(Ws).min() > 0 and np.diff(Ws, 2).max() < 0
# dielectric constant from the small-q head; local-field constant from a real-space sum
qh = 1e-3*np.array([[0.3, 0.5, 0.8]]); vh, ch, th = sums(qh, sig)
head = lambda al: 4*pi/V/(qh**2).sum()/(vh[0] - (ch*al/(1 + al*th)).sum())
assert abs(head(aL)/eL - 1) < 1e-4 and abs(head(aQ)/eQ - 1) < 1e-4
assert abs((1 - head(aQ)/head(aL)) - (eL - 1)/eL*WQ/(EQ + 2*gam*L.Tloc)) < 1e-4
R2 = np.array([a*a*np.dot(m, m) for m in itertools.product(range(-5, 6), repeat=3)])
assert abs(4*pi/3*((4*pi*sig**2)**-1.5*np.exp(-R2/(4*sig**2)).sum() - 1/V)/L.Tloc - 1) < 1e-8
# polylogarithm limit at strong smearing
S = Lattice(0.8*a, 24); z = 4*pi*aL/V
Lp, Lm = float(mp.re(mp.polylog(0.5, -z))), float(mp.re(mp.polylog(-0.5, -z)))
slope = lambda lat, al: -(np.log(lat.W0(al*1.001)) - np.log(lat.W0(al/1.001)))/(2*np.log(1.001))
assert abs(S.W0(aL)/(-S.U*Lp/z) - 1) < 2e-4 and abs(slope(S, aL) - (1 - Lm/Lp)) < 1e-3
# real-space polarizable spheres, Born tail e^2(1-1/eps)/(R+delta); tolerance covers surface roughness
def sphere(r2max):
    m = np.array([m for m in itertools.product(range(-7, 8), repeat=3) if np.dot(m, m) <= r2max])
    c, T = kernels(a*m); N = len(m); c0 = c[np.argmin((m*m).sum(1))].ravel()
    M = T.transpose(0, 2, 1, 3).reshape(3*N, 3*N) + np.eye(3*N)/aL
    return U - e2*c0 @ cho_solve(cho_factor(M), c0), a*(3*N/(4*pi))**(1/3)
(W1, R1), (W2, Rb) = sphere(18), sphere(38); B = e2*(1 - 1/eL)
delta = -(R1 + Rb)/2 + np.sqrt((Rb - R1)**2/4 + B*(Rb - R1)/(W1 - W2))
Wsph = W2 - B/(Rb + delta)
assert abs(Wsph - WL) < 0.04
# chains along z with one p orbital: explicit evGW and exact diagonalization
def chain(N):
    c, T = kernels(np.array([[0, 0, a*i] for i in range(N)], float)); return c[..., 2], T[..., 2, 2]
def evgw(N, gg):
    c, T = chain(N); dd = gam/gg; Vd = dd*np.kron(T, np.ones((gg, gg)))
    hv = np.zeros(N); hc = np.full(N, Om0 + U - dd*T[0, 0]); Ev, Ec = hv.copy(), hc.copy()
    for _ in range(300):
        rt = np.sqrt(np.repeat(Ec - Ev, gg))
        o2, Z = np.linalg.eigh(np.diag(rt**4) + 2*rt[:, None]*Vd*rt[None, :])
        om = np.sqrt(o2); XY = rt[:, None]*Z/np.sqrt(om)
        q2 = (np.sqrt(e2*dd)*np.repeat(c, gg, axis=1) @ XY)**2; p2 = (Vd[::gg] @ XY)**2
        nc = np.array([brentq(lambda w: hc[i] + (q2[i]/(w - Ec[i] - om) + p2[i]/(w - Ev[i] + om)).sum() - w,
                              Ec[i] - 3, Ec[i] + 3, xtol=1e-13) for i in range(N)])
        nv = np.array([brentq(lambda w: hv[i] + (q2[i]/(w - Ev[i] + om) + p2[i]/(w - Ec[i] - om)).sum() - w,
                              Ev[i] - 3, Ev[i] + 3, xtol=1e-13) for i in range(N)])
        err = max(abs(nc - Ec).max(), abs(nv - Ev).max()); Ec, Ev = nc, nv
        if err < 1e-11: return (Ec - Ev)[N//2]
    raise AssertionError("evGW not converged")
Ton = chain(1)[1][0, 0]; K = d2*Ton; E1 = evgw(1, g)
assert abs(E1 - (Om0 + U - K + 2*interband(np.array([[Ton]]), d2, gam, E1, E1))) < 1e-8
c3, T3 = chain(3)
resp = lambda E: np.linalg.inv(np.diag(E/(2*gam)) + T3)
gaps = lambda E: Om0 + U - e2*np.einsum('ij,jk,ik->i', c3, resp(E), c3)
Ech = np.full(3, Om0 + U)
for _ in range(200): Ech = gaps(Ech)
rich = lambda x: (8*x[2] - 6*x[1] + x[0])/3
gw_inf = rich([evgw(3, gg) for gg in (8, 16, 32)])
assert abs(gw_inf - Ech[1]) < 3e-3
def ground(active, gg, field):
    P, H = [], 0
    for i, A in enumerate(active):
        n = np.arange(A); off = np.sqrt(gam/gg*(n + 1)*(A - n))
        emb = lambda X: sp.kron(sp.kron(sp.identity(int(np.prod([b + 1 for b in active[:i]]))), X),
                                sp.identity(int(np.prod([b + 1 for b in active[i+1:]]))), format='csr')
        P.append(emb(sp.diags([off, off], [1, -1]))); H = H + Om0*emb(sp.diags(np.arange(A + 1.0)))
    for i in range(3):
        H = H + field[i]*P[i]
        for j in range(3): H = H + 0.5*T3[i, j]*(P[i] @ P[j])
    v0 = np.random.default_rng(1).standard_normal(H.shape[0])
    return eigsh(H, k=1, which='SA', v0=v0, tol=1e-13)[0][0]
edg, eda, F = [], [], 0.01
for gg in (8, 16, 32):
    E0 = ground([gg]*3, gg, np.zeros(3))
    edg.append(Om0 + U + 2*(ground([gg, gg - 1, gg], gg, np.sqrt(e2)*c3[1]) - E0))
    eda.append(-2*(ground([gg]*3, gg, np.full(3, F)) - E0)/F**2)
gL, alL, alQ = gaps(np.full(3, Om0))[1], resp(np.full(3, Om0)).sum(), resp(Ech).sum()
assert abs(rich(edg) - gL) < 0.01 and Ech[1] - rich(edg) > 0.1
assert abs(rich(eda)/alL - 1) < 3e-3 and alQ/rich(eda) < 0.9
# scaling factors and 1/g interband term
lam1, lam2 = WL/WQ, WL/L.W0(2*gam/EL); s_mid = slope(L, np.sqrt(aL*aQ))
assert abs((Om0/EQ)**s_mid - lam1) < 2e-3 and abs(L.qs(Om0, lam2) - EL) < 1e-8
assert eQ/eL < lam1 < lam2 < 1 and s_mid < 1
E08 = L.qs(Om0, 0.8)
assert L.eps(2*gam/E08) < eL
DL, DQ = 4/3*interband(L.t, d2, gam, Om0, EL), 4/3*interband(L.t, d2, gam, EQ, EQ)
assert abs(DL - DQ) < 0.1*(EQ - EL)
# dispersive pair problem on a 24^3 lattice of relative coordinates
n = 24; m = np.fft.fftfreq(n, 1/n); ph = np.exp(2j*pi*m*(0.5 - n//2)/n)
dW = (np.fft.ifftn(L.dw(aL).reshape(n, n, n))*ph[:, None, None]*ph[None, :, None]*ph[None, None, :]).real
r = a*np.sqrt(m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2); r[0, 0, 0] = 1.0
WR = e2*erf(r/(2*sig))/r/eL; WR[0, 0, 0] = U/eL; WR = WR + dW
assert abs(WR[0, 0, 0] - WL) < 1e-9 and abs(WR[6, 0, 0]*eL*6*a/e2 - 1) < 0.01
I = sp.identity(n); h = sp.diags([1, 1, 1, 1], [1, -1, n - 1, 1 - n], shape=(n, n), dtype=float)
H0 = EL*sp.identity(n**3) - thop*(sp.kron(sp.kron(h, I), I) + sp.kron(sp.kron(I, h), I) + sp.kron(sp.kron(I, I), h))
def G00(eta):
    H = (H0 - eta*sp.diags(WR.ravel())).tocsr(); x = np.zeros(n**3); res = x.copy(); res[0] = 1; p = res.copy()
    while res @ res > 1e-26:
        Hp = H @ p; old = res @ res; st = old/(p @ Hp); x += st*p; res -= st*Hp; p = res + (res @ res)/old*p
    return x[0]
ck = np.cos(2*pi*np.arange(n)/n)
GR = np.fft.ifftn(1/(EL - 2*thop*(ck[:, None, None] + ck[None, :, None] + ck[None, None, :]))).real
first = (WR*GR**2).sum(); G0 = GR[0, 0, 0]; share = WL*G0**2/first
assert abs((G00(0.01) - G00(-0.01))/0.02/first - 1) < 1e-4 and share > 0.8
rfull, rcon = G0/G00(1.0), 1 - WL*G0
assert abs(rfull - rcon) < 0.2*(1 - rcon)
Eb = EL - 6*thop - eigsh((H0 - sp.diags(WR.ravel())).tocsr(), k=1, which='SA', v0=np.ones(n**3), tol=1e-9)[0][0]
assert 0 < Eb < 0.3*WL

print(f"e^2 = {e2:.4f} eV A, hbar^2/2m = {h2m:.4f} eV A^2")
print(f"a = {a} A, V = {V:.3f} A^3, g = {g}, sigma = {sig} A, Om0 = {Om0} eV")
print(f"hbar omega_p = {np.sqrt(8*pi*gam*Om0/V):.3f} eV, d/e = {np.sqrt(d2/e2):.4f} A, gamma = {gam:.3f} eV A^3")
print(f"U = {U:.4f} eV, HF gap (large g) = {Om0+U:.4f} eV")
print(f"T_loc = {L.Tloc:.6f} A^-3, 2 gamma T_loc = {2*gam*L.Tloc:.4f} eV")
print(f"ladder: alpha = {aL:.3f} A^3, eps = {eL:.4f}, W0 = {WL:.4f} eV, U/eps = {U/eL:.4f} eV")
print(f"QSGW:   alpha = {aQ:.3f} A^3, eps = {eQ:.4f}, W0 = {WQ:.4f} eV, U/eps = {U/eQ:.4f} eV")
print(f"gap ladder = {EL:.4f} eV = {EL*erg:.4e} erg")
print(f"gap QSGW = {EQ:.4f} eV = {EQ*erg:.4e} erg, excess = {EQ-EL:.4f} eV")
print(f"alpha ratio = {aQ/aL:.4f}, eps ratio = {eQ/eL:.4f}, underscreening = {100*(1-eQ/eL):.2f} %")
print(f"exponent s = {s_mid:.4f}, (Om0/E_QS)^s = {(Om0/EQ)**s_mid:.4f}")
print(f"best lambda: one-shot = {lam1:.4f}, self-consistent = {lam2:.4f}")
print(f"lambda=0.8 one-shot gap = {Om0+0.8*WQ:.4f} eV, error = {Om0+0.8*WQ-EL:+.4f} eV")
print(f"lambda=0.8 self-consistent gap = {E08:.4f} eV, error = {E08-EL:+.4f} eV, eps = {L.eps(2*gam/E08):.4f}")
print(f"1/g terms: K = {K:.4f} eV, D ladder = {DL:.4f} eV, D QSGW = {DQ:.4f} eV")
print(f"smooth limit: z = {z:.4f}, W0/U = {-Lp/z:.4f}, 1/(1+z) = {1/(1+z):.4f}, s = {1-Lm/Lp:.4f}")
print(f"sphere check: W0 = {Wsph:.4f} eV, radii {R1:.2f}, {Rb:.2f} A, delta = {delta:.2f} A")
print("chain exact gap g=8,16,32,inf = " + ", ".join(f"{x:.4f}" for x in edg + [rich(edg)]) + " eV")
print(f"chain gap: ladder = {gL:.4f} eV, QSGW formula = {Ech[1]:.4f} eV, evGW g->inf = {gw_inf:.4f} eV")
print("chain exact alpha g=8,16,32,inf = " + ", ".join(f"{x:.3f}" for x in eda + [rich(eda)]) + " A^3")
print(f"chain alpha: ladder = {alL:.3f} A^3, RPA on QSGW = {alQ:.3f} A^3")
print("scan: sigma(A) Om0(eV) eps_L W0/Om0 eps_ratio lam_oneshot lam_sc excess(eV)")
lats = {1.0: Lattice(1.0, 16), sig: L, 2.0: Lattice(2.0, 16)}; xs = []
for s_, Om in [(sig, 4.), (sig, 7.), (sig, 11.), (sig, 16.), (sig, 25.), (1.0, 7.), (2.0, 7.)]:
    X = lats[s_]; gm = gamma_of(Om); w = X.W0(2*gm/Om); E = X.qs(Om)
    rat = X.eps(2*gm/E)/X.eps(2*gm/Om); l1 = w/X.W0(2*gm/E); xs.append(w/Om)
    assert 0.65 < rat < l1 < 1 and E > Om + w
    print(f"  {s_:.1f} {Om:4.1f} {X.eps(2*gm/Om):6.2f} {w/Om:.3f} {rat:.3f} {l1:.3f} "
          f"{w/X.W0(2*gm/(Om+w)):.3f} {E-Om-w:.3f}")
assert xs[2] > xs[0] and xs[2] > xs[4]
print(f"dispersion: t = {thop} eV, pair-band centre = {EL:.4f} eV, edge = {EL-6*thop:.4f} eV")
print(f"W(a) = {WR[1,0,0]:.4f} eV, G00 = {G0:.5f} 1/eV, R=0 share of first order = {share:.3f}")
print(f"exciton binding = {Eb:.4f} eV, binding/edge = {Eb/(EL-6*thop):.4f}")
print(f"alpha RPA/ladder: full = {rfull:.4f}, contact = {rcon:.4f}, flat = {Om0/EL:.4f}")
print("done: every assertion held")
```

Printed output:

```
e^2 = 14.3996 eV A, hbar^2/2m = 3.8100 eV A^2
a = 3.5 A, V = 42.875 A^3, g = 8, sigma = 1.4 A, Om0 = 7.0 eV
hbar omega_p = 16.040 eV, d/e = 0.7378 A, gamma = 62.700 eV A^3
U = 5.8029 eV, HF gap (large g) = 12.8029 eV
T_loc = 0.001063 A^-3, 2 gamma T_loc = 0.1332 eV
ladder: alpha = 17.914 A^3, eps = 6.1525, W0 = 1.6699 eV, U/eps = 0.9432 eV
QSGW:   alpha = 14.097 A^3, eps = 5.0707, W0 = 1.8957 eV, U/eps = 1.1444 eV
gap ladder = 8.6699 eV = 1.3891e-11 erg
gap QSGW = 8.8957 eV = 1.4252e-11 erg, excess = 0.2258 eV
alpha ratio = 0.7869, eps ratio = 0.8242, underscreening = 17.58 %
exponent s = 0.5294, (Om0/E_QS)^s = 0.8808
best lambda: one-shot = 0.8809, self-consistent = 0.8928
lambda=0.8 one-shot gap = 8.5166 eV, error = -0.1533 eV
lambda=0.8 self-consistent gap = 8.4788 eV, error = -0.1911 eV, eps = 5.2677
1/g terms: K = 0.2686 eV, D ladder = 0.1885 eV, D QSGW = 0.1829 eV
smooth limit: z = 5.2505, W0/U = 0.2511, 1/(1+z) = 0.1600, s = 0.6707
sphere check: W0 = 1.6721 eV, radii 15.17, 21.86 A, delta = 1.01 A
chain exact gap g=8,16,32,inf = 11.7761, 11.8961, 11.9553, 12.0138 eV
chain gap: ladder = 12.0138 eV, QSGW formula = 12.2605 eV, evGW g->inf = 12.2605 eV
chain exact alpha g=8,16,32,inf = 41.153, 40.271, 39.849, 39.440 A^3
chain alpha: ladder = 39.439 A^3, RPA on QSGW = 25.200 A^3
scan: sigma(A) Om0(eV) eps_L W0/Om0 eps_ratio lam_oneshot lam_sc excess(eV)
  1.4  4.0  16.19 0.231 0.815 0.888 0.899 0.117
  1.4  7.0   6.15 0.239 0.824 0.881 0.893 0.226
  1.4 11.0   3.11 0.240 0.858 0.900 0.908 0.293
  1.4 16.0   2.00 0.224 0.903 0.932 0.935 0.263
  1.4 25.0   1.41 0.183 0.954 0.968 0.968 0.153
  1.0  7.0   4.61 0.511 0.778 0.890 0.900 0.440
  2.0  7.0   6.25 0.147 0.883 0.907 0.914 0.105
dispersion: t = 0.8 eV, pair-band centre = 8.6699 eV, edge = 3.8699 eV
W(a) = 0.7547 eV, G00 = 0.12215 1/eV, R=0 share of first order = 0.972
exciton binding = 0.1473 eV, binding/edge = 0.0381
alpha RPA/ladder: full = 0.7894, contact = 0.7960, flat = 0.8074
done: every assertion held
```
